# Uncorrectable words in a ferroelectric memory with single-error correction

## Question

A memory stores each group of 64 data bits together with 8 check bits, as a word of $n=72$ bits. At one read of the word each bit is wrong with probability $p=10^{-6}$, independently of the other bits. A word is called uncorrectable if the decoder fails to restore all 72 bits.

The code is defined by 72 columns $h_1,\dots,h_{72}$, each a string of 8 binary digits. They are the 8 strings with a single one, which belong to the check bits, all 56 strings with three ones, and the 8 cyclic shifts of 11111000. A stored word is a codeword: the columns at the positions of its ones add to zero, digit by digit modulo 2. The decoder adds the columns at the ones of the word that it reads. The sum $s$ is called the syndrome. If $s=0$, the decoder changes nothing; if $s=h_j$, it flips bit $j$; otherwise it changes nothing and raises a flag.

**(a)** For which error patterns is the stored word restored?

**(b)** Find the probability $P_u$ that a word is uncorrectable, as a closed formula in $n$ and $p$.

**(c)** Find upper and lower bounds on $P_u$ that show its size for small $p$, and evaluate them. Compare with the Poisson estimate, and examine the case $p=0.01$.

**(d)** Which uncorrectable words are flagged, and how probable is a silent failure to leading order in $p$?

**(e)** An array holds $2^{30}$ data bits. Every word is read once. How many uncorrectable words are expected, and what is the chance of at least one? Compare with words of 64 unprotected bits.

**(f)** Each bit is kept in a hafnium-zirconium-oxide capacitor of thickness $d=10$ nm and area $A=0.1\ \mu\text{m}^2$, with switched polarization $2P_r=40\ \mu\text{C/cm}^2$ and relative permittivity $\varepsilon_r=30$. It is read by a plate pulse $V_p=2.5$ V onto a floating bit line of capacitance $C_L=100$ fF, initially at 0 V. The reference voltage lies midway between the levels of the two states. What Gaussian noise on the margin corresponds to $p=10^{-6}$? Compare it with thermal noise at 300 K.

**(g)** Estimate how $P_u$ changes if (i) the margins within a word have correlation 0.05, (ii) the switched polarization falls by 5 %, or (iii) failures persist and accumulate over ten intervals without correction. Treat each change separately.

## Model answers

### (a) What the decoder restores

Write the word that is read as $r=c+e$ modulo 2, where $c$ is the stored word and $e$ has a one at each wrong bit. The columns selected by $c$ add to zero, so the syndrome depends on $e$ alone.

With no error, $s=0$ and nothing is changed. With one error, at position $j$, $s=h_j$. All columns are nonzero and different, so this syndrome identifies $j$, and the flip restores the word.

Now let $e$ contain two or more ones. The decoder adds a pattern $f$ with at most one one, and its output is $c+e+f$. This equals $c$ only if $f=e$, which is impossible because the two patterns contain different numbers of ones. The word is therefore restored if, and only if, it has at most one error.

### (b) The probability

A particular set of $k$ wrong bits, with the other $n-k$ bits right, has probability $p^k(1-p)^{n-k}$ by independence. There are $\binom nk$ such sets, and they exclude one another, so

$$P(k)=\binom nk p^k(1-p)^{n-k}.$$

The probabilities for all $k$ add to one. Removing the two correctable cases, $k=0$ and $k=1$, leaves

$$P_u=1-(1-p)^n-np(1-p)^{n-1}.$$

This is a probability per word and per read. It refers neither to a single bit nor to the whole array.

### (c) Bounds and value

For small $p$ the formula subtracts nearly equal numbers: both $1-(1-p)^n$ and $np(1-p)^{n-1}$ are close to $np=7.2\times10^{-5}$. An integral shows the small remainder directly. Differentiating term by term, with the product rule for the last term, gives

$$\frac{dP_u}{dp}=n(1-p)^{n-1}-n(1-p)^{n-1}+n(n-1)p(1-p)^{n-2}.$$

The first two terms cancel. Since $P_u=0$ at $p=0$,

$$P_u=n(n-1)\int_0^p t(1-t)^{n-2}\,dt.$$

Put $m=n-2$. For $0\le t\le1$ we have $(1-t)^m\le1$. For a lower bound consider $g(t)=(1-t)^m-1+mt$. It vanishes at $t=0$, and its derivative $m[1-(1-t)^{m-1}]$ is not negative for $m\ge1$. Hence $g\ge0$, and

$$1-(n-2)t\le(1-t)^{n-2}\le1.$$

Multiplication by $n(n-1)t$ and integration from 0 to $p$ give

$$n(n-1)\left[\frac{p^2}{2}-\frac{(n-2)p^3}{3}\right]\le P_u\le\frac{n(n-1)}2p^2.$$

Taking out the common factor $\binom n2p^2$, we obtain

$$\binom n2p^2\left[1-\frac{2(n-2)p}{3}\right]\le P_u\le\binom n2p^2.$$

The upper bound counts pairs: at least one of the $\binom n2$ pairs must be wrong, and each is wrong with probability $p^2$. It is too high because a word with three errors contains three wrong pairs and is counted three times.

Here $\binom{72}{2}=72\times71/2=2556$, so the upper bound is $2.556000\times10^{-9}$. The relative distance between the bounds is $2\times70\times10^{-6}/3=4.67\times10^{-5}$, which puts the lower bound at $2.555881\times10^{-9}$. Therefore

$$P_u\simeq2.556\times10^{-9}\simeq2.6\times10^{-9}.$$

About one word read in 390 million is uncorrectable.

The Poisson estimate replaces the number of errors by a Poisson variable of the same mean $np$. Its leading term for two errors is $(np)^2/2=2.592\times10^{-9}$. This is 1.4 % above $P_u$, because it contains $n^2$ in place of $n(n-1)$, and $72/71=1.014$. It also rounds to $2.6\times10^{-9}$, so agreement to two digits does not distinguish the two countings.

The leading term is useful when $np\ll1$. At $p=0.01$ the mean number of errors is 0.72, and the bounds are $0.2556$ and $0.2556(1-0.4667)=0.136$. The formula of (b) gives $P_u=0.162$. The pair count is then 57 % too high relative to this value, and the full formula is needed.

### (d) Flagged and silent failures

An uncorrectable word is flagged if, and only if, its syndrome is neither zero nor a column. Four or more errors have a total probability of order $p^4$, so the leading orders require only the cases of two and three errors.

Adding two binary strings modulo 2 removes each common one from both. The number of ones in the sum is the total number in the two strings minus twice the overlap, so its parity is that of the total. Every column of this code has an odd number of ones.

For two errors the syndrome is the sum of two different columns. It is nonzero and has an even number of ones, so it cannot be a column. All 2556 double errors are flagged. Of these, $\binom82=28$, or 1.1 %, lie wholly in the check bits. The data are then intact, but the decoder cannot know this, and the word counts as uncorrectable under the definition used here.

For three errors the syndrome has an odd number of ones and may equal a column $h_l$. The position $l$ is not one of the three wrong positions, for otherwise the other two columns would be equal. The decoder then flips a fourth bit, raises no flag, and delivers a word with four errors.

In this event the four columns add to zero, so the four positions form a codeword with four ones. Conversely, each such codeword supplies four triples, one for each position left out. A computer enumeration for this code finds 8392 codewords with four ones, and hence $4\times8392=33\,568$ miscorrected triples out of $\binom{72}{3}=59\,640$, or 56 %. To leading order,

$$P_{\rm silent}\simeq33\,568\,p^3=3.4\times10^{-14}.$$

Such a failure always damages data. The columns of the check bits each have a single one, in different places, so no nonempty set of them adds to zero; the four wrong positions must include a data bit. Silent failures are about $1.3\times10^{-5}$ of all uncorrectable words at this $p$. Their share grows in proportion to $p$ while the leading orders hold.

### (e) The array

The number of words is $N=2^{30}/64=2^{24}=16\,777\,216$. The expected number of uncorrectable words is

$$NP_u=16\,777\,216\times2.556\times10^{-9}=0.0429.$$

Expectations add whether or not different words are independent. The chance of at least one failure does require independence between words:

$$1-(1-P_u)^N=0.0420.$$

It is slightly smaller than the expectation, because an array with two bad words counts twice in the expectation and once in the chance.

A word of 64 unprotected bits is wrong with probability $1-(1-p)^{64}=6.40\times10^{-5}$. The array would then contain about 1070 wrong words at each complete read. At fixed $p$, the code lowers the failure probability per word by a factor of $2.5\times10^4$, at the cost of one check bit for every eight data bits. The gain comes from replacing a probability proportional to $p$ by one proportional to $p^2$, so for $np\ll1$ it falls in proportion to $1/p$ as $p$ rises.

### (f) Noise allowed by the read circuit

Let $Q=2P_rA$ be the charge released when the polarization reverses, and let $C_F=\varepsilon_0\varepsilon_rA/d$ be the ordinary capacitance of the film. Set $\sigma_s=1$ for the state that the pulse reverses and $\sigma_s=0$ for the other. We assume complete reversal and no leakage during the read. The charge reaching the bit line equals the charge passed by the film:

$$C_LV=C_F(V_p-V)+\sigma_sQ.$$

Collecting the terms in $V$ gives

$$V=\frac{C_FV_p+\sigma_sQ}{C_L+C_F},\qquad \Delta V=\frac{Q}{C_L+C_F},$$

where $\Delta V$ is the difference between the two levels.

Since $1\ \mu\text{C/cm}^2=10\ \text{fC}/\mu\text{m}^2$, the charge is $Q=400\times0.1=40$ fC. The film capacitance is $C_F=2.66$ fF. The levels are

$$V_0=\frac{2.656\times2.5}{102.656}=0.065\ \text{V},\qquad V_1=\frac{6.64+40}{102.656}=0.454\ \text{V}.$$

Thus $\Delta V=0.390$ V, and the midway reference leaves a margin $M=\Delta V/2=0.195$ V for either state.

A bit fails when Gaussian noise of standard deviation $\sigma$ exceeds $M$ in the harmful direction. With

$$T(z)=\int_z^\infty\frac{e^{-x^2/2}}{\sqrt{2\pi}}\,dx,$$

the condition is $T(M/\sigma)=10^{-6}$. Numerical inversion gives $z=M/\sigma=4.753$, and so $\sigma=0.1948/4.753=41$ mV.

For thermal noise, equipartition assigns a mean energy $\tfrac12k_BT_0$ to the capacitance $C_L+C_F$ at temperature $T_0$. From $\tfrac12(C_L+C_F)\langle v^2\rangle=\tfrac12k_BT_0$ we find

$$v_{\rm rms}=\sqrt{\frac{k_BT_0}{C_L+C_F}}=0.20\ \text{mV}$$

at 300 K. This is 0.5 % of the allowed deviation. In this model thermal noise on the bit line cannot produce $p=10^{-6}$; the deviation must come from other sources, such as differences between cells or offsets of the sense amplifiers.

The source also affects the meaning of $P_u$. If the deviations are fixed at manufacture, the same cells fail at every read of the same stored data. $P_u$ is then the expected fraction of bad words, and repeated reads do not give fresh chances of failure.

### (g) Departures from the simple model

**(i) Correlated margins.** Let the loss of margin of bit $j$, in units of $\sigma$, be

$$x_j=\sqrt\rho\,u+\sqrt{1-\rho}\,v_j,$$

where $u$ is shared by the word, each $v_j$ belongs to one bit, and all are independent standard Gaussian variables. Then $x_j$ has variance $\rho+(1-\rho)=1$, so $p$ is unchanged, and two bits have correlation $\rho$. If the reference stays midway between the levels of that word, a word-wide change of polarization acts in this way, because it changes the margins of both states equally. A shared shift of the reference acts in this way only for a word whose bits are all in the same state. Otherwise it helps one state and harms the other, so that bits in the same state have correlation $\rho$ and bits in opposite states $-\rho$. This weakens the effect found below but does not remove it: for $\rho=0.05$ and 36 bits in each state, $P_u$ still rises by a factor of 1.7.

For given $u$ the bits fail independently with probability

$$p(u)=T\!\left(\frac{z-\sqrt\rho\,u}{\sqrt{1-\rho}}\right).$$

The probability that two given bits both fail is the mean of $p(u)^2$, which equals $p^2$ plus the variance of $p(u)$. Correlation therefore raises it. Numerical integration for $\rho=0.05$ gives $3.22\times10^{-12}$ for a pair, in place of $10^{-12}$. Averaging the formula of (b) over $u$ gives $P_u=8.2\times10^{-9}$, an increase by a factor of 3.2.

A tail estimate explains the size of this factor. For large $z$ the logarithm of $T$ has slope close to $-z$, so for small $\rho$ we have $p(u)\propto e^{au}$ with $a=\sqrt\rho\,z$. For a standard Gaussian variable the mean of $e^{bu}$ is $e^{b^2/2}$. The mean of $p(u)^2$ divided by the square of the mean is then

$$\frac{e^{(2a)^2/2}}{(e^{a^2/2})^2}=e^{a^2}=e^{\rho z^2}=e^{1.13}\simeq3.1.$$

A small correlation matters because it is multiplied by $z^2\simeq23$.

**(ii) Loss of polarization.** The signal is proportional to $Q$, so a 5 % loss lowers the margin by 5 %. We hold $\sigma$ fixed and keep the reference midway between the new levels. Then $z$ falls to $0.95\times4.7534=4.516$, and $p$ rises to $3.15\times10^{-6}$. The word failure probability becomes $2.5\times10^{-8}$, larger by a factor of 10, which is the square of the increase in $p$. This factor depends on the reference following the levels. If the reference stays at its original value, the switching state loses 10 % of its margin and fails with probability $9.4\times10^{-6}$, while the other state is unchanged; for a word with half its bits in each state $P_u$ then rises by a factor of about 27.

**(iii) Accumulation.** Suppose that a bit, once wrong, stays wrong, and that a right bit fails with probability $p$ in each interval. After $m$ intervals the bit is wrong with probability $p_m=1-(1-p)^m\simeq mp$. The leading term of $P_u$ therefore grows as $m^2$. For $m=10$ the full formula gives $2.55\times10^{-7}$, almost 100 times the value for one interval. If the errors can be removed by rewriting, correcting the word and writing it back after each interval stops single errors from different intervals from adding up. The chance that the word has become uncorrectable then grows only in proportion to $m$, to about $10P_u$ after ten intervals. Rewriting does not repair a permanently defective cell.

**Comparison with real devices.** The film thickness, polarization and permittivity are round numbers of the size found in ferroelectric hafnium-zirconium oxide. The area is generous for a dense array, and a smaller flat capacitor would give a proportionally smaller charge. The field across the film at the end of a switching read is $(2.5-0.454)\ \text{V}/10\ \text{nm}=2.05$ MV/cm. A read without reversal leaves a larger field, $(2.5-0.065)\ \text{V}/10\ \text{nm}=2.44$ MV/cm, because the bit line rises less. Both values are at least twice a typical coercive field of about 1 MV/cm. They are not far below breakdown fields, which are commonly a few MV/cm, and repeated pulses can wear the film. Real cells also switch incompletely, fatigue, and share disturbances, so neither a constant $p$ nor independence is assured. The three departures estimated above raise $P_u$ by factors of about 3, 10 and 100, far more than the 1.4 % between the binomial and Poisson estimates. The value $2.6\times10^{-9}$ is thus a consequence of the stated assumptions, and its use for a device requires measured error rates and correlations.
